# Bound state at the junction of a hard-wall T-shaped quantum wire

**Question**

I have a T-shaped quantum wire: in cross-section, three arms of equal width \(W\) meet at a junction, with infinitely high walls. An exercise asks me to show that an electron is bound at the junction with an energy near 0.81 of the lowest subband threshold of the arms.

I am stuck in two places. There is no attractive potential anywhere, so why should anything be bound? And when I expand the wave function in transverse modes, I don't know how to treat the junction square, where the arms overlap. How do I get a number I can trust, and would the state survive in a real semiconductor structure?

**Answer**

**Setting up**

Take one electron with an isotropic effective mass \(m\). Motion along the wire axis, perpendicular to the T, separates off and adds the same kinetic energy to every level, so compare levels at equal axial momentum and drop it. Measure lengths in \(W\). The bar of the T is \(0<y<1\) for all \(x\); the stem is \(|x|<1/2\), \(y<0\). Then

\[
-\nabla^2\psi=k^2\psi,\qquad k^2=\varepsilon\pi^2,\qquad E=\varepsilon E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mW^2}.
\]

An arm carries propagating waves only if \(\varepsilon>1\). Below that, its slowest-decaying mode falls as \(e^{-\kappa_1 s}\) with distance \(s\), where \(\kappa_1=\pi\sqrt{1-\varepsilon}\). A bound state is a solution with \(\varepsilon<1\).

The binding comes from kinetic energy. In an arm the electron is squeezed between two walls, which costs \(\pi^2\). The junction square has one full wall and three open sides, so the cost there is lower.

**At most one bound state**

Cut the T along the three open sides of the square and let \(\psi\) jump there (free, or Neumann, edges). This enlarges the set of trial functions, so by the min–max principle no level rises. Each separated arm starts at \(\pi^2\). The square, with \(\psi=0\) at \(y=1\) and free edges elsewhere, has levels

\[
p^2\pi^2+\left(q+\tfrac12\right)^2\pi^2,\qquad p,q=0,1,2,\dots
\]

The lowest is \(\pi^2/4\) and the next is \(5\pi^2/4\), above threshold. The T therefore has at most one bound state, and \(\varepsilon\ge 1/4\). The lowest square level odd in \(x\) is \(5\pi^2/4\), so a bound state must be even in \(x\).

**The stem**

Don't expand in the square separately. Treat the whole bar as one region and use the value of \(\psi\) on the opening \(y=0\), \(|x|<1/2\), as the unknown. With

\[
b_n=(2n-1)\pi,\quad \varphi_n=\sqrt2\cos b_nx,\quad \kappa_n=\sqrt{b_n^2-k^2},
\]

the even, decaying solution in the stem is

\[
\psi=\sum_n a_n\varphi_n(x)e^{\kappa_ny},\qquad \partial_y\psi\big|_{0^-}=\sum_n\kappa_na_n\varphi_n .
\]

**The bar**

Let \(f(x)=\psi(x,0)\), which is zero outside the opening, and define \(c_j(x)=\sqrt2\int_0^1\sin(j\pi y)\,\psi\,dy\). Integrating by parts twice, with \(\psi(x,1)=0\),

\[
\int_0^1\sin(j\pi y)\,\partial_y^2\psi\,dy=j\pi f-j^2\pi^2\int_0^1\sin(j\pi y)\,\psi\,dy .
\]

The wave equation becomes

\[
c_j''-\alpha_j^2c_j=-\sqrt2\,j\pi f,\qquad \alpha_j=\sqrt{j^2\pi^2-k^2}.
\]

Take \(f=\varphi_n\). Since \(\varphi_n''=-b_n^2\varphi_n\), the even, decaying solution is

\[
c_j=\frac{\sqrt2\,j\pi}{b_n^2+\alpha_j^2}\varphi_n+A_j\cosh\alpha_jx\ \ (|x|<\tfrac12),\qquad c_j=B_je^{-\alpha_j|x|}\ \ (|x|>\tfrac12).
\]

At \(x=1/2\), \(\varphi_n=0\) and \(\varphi_n'=-\sqrt2\,b_ns_n\), with \(s_n=\sin(b_n/2)=(-1)^{n-1}\). Continuity of value gives \(A_j\cosh(\alpha_j/2)=B_je^{-\alpha_j/2}\). Continuity of slope then gives

\[
-\frac{2j\pi b_ns_n}{b_n^2+\alpha_j^2}+A_j\alpha_j\sinh\frac{\alpha_j}2=-A_j\alpha_j\cosh\frac{\alpha_j}2 .
\]

Because \(\sinh z+\cosh z=e^z\),

\[
A_j=\frac{2j\pi\, b_ns_n\,e^{-\alpha_j/2}}{\alpha_j(b_n^2+\alpha_j^2)} .
\]

Now find \(-\partial_y\psi\) at \(y=0^+\), where \(\psi=\sum_j\sqrt2\sin(j\pi y)c_j\). The first part of \(c_j\) must be summed before differentiating, because its differentiated series does not converge at \(y=0\). Since \(b_n^2+\alpha_j^2=\kappa_n^2+j^2\pi^2\), it is the sine series of

\[
\varphi_n(x)\,\frac{\sinh\kappa_n(1-y)}{\sinh\kappa_n},
\]

which contributes \(\kappa_n\coth\kappa_n\,\varphi_n\). The second part converges exponentially inside the opening and contributes \(-\sum_j\sqrt2\,j\pi A_j\cosh\alpha_jx\). To project it on \(\varphi_m\), use

\[
\int_{-1/2}^{1/2}\varphi_m\cosh\alpha_jx\,dx=\frac{2\sqrt2\,b_ms_m\cosh(\alpha_j/2)}{b_m^2+\alpha_j^2},\qquad e^{-\alpha_j/2}\cosh\frac{\alpha_j}2=\frac{1+e^{-\alpha_j}}2 .
\]

**The matching condition**

The slopes from stem and bar must agree on the opening. This gives \(\sum_mD_{nm}a_m=0\) with

\[
D_{nm}=\delta_{nm}\kappa_n(1+\coth\kappa_n)-\sum_{j\ge1}\frac{4j^2\pi^2s_ns_mb_nb_m(1+e^{-\alpha_j})}{\alpha_j(b_n^2+\alpha_j^2)(b_m^2+\alpha_j^2)} .
\]

The bar part can be obtained another way. A Fourier transform along \(x\) gives \(\int\hat\varphi_n\hat\varphi_m\,\gamma\coth\gamma\,dq/2\pi\), with \(\gamma^2=q^2-k^2\). At \(\varepsilon=0.7\), for the first three modes, numerical integration up to \(q=2000\) agrees with the sum to \(3.9\times10^{-5}\). The omitted tail is about \(2b_3^2/(\pi\,2000^2)\approx3.9\times10^{-5}\), which accounts for the difference.

**Why a solution exists, and why truncation is safe**

For a given \(f\), minimize \(\int(|\nabla\psi|^2-k^2\psi^2)\) over all \(\psi\) that equal \(f\) on the opening and vanish on the walls. A variation vanishes on the opening too, so it lives in a stem or bar closed by walls, whose spectrum starts at \(\pi^2>k^2\). The stationary point is therefore a true minimum, and it solves the wave equation. Integrating by parts leaves only the opening:

\[
\int(|\nabla\psi|^2-k^2\psi^2)=\int f\left(\partial_y\psi|_{0^-}-\partial_y\psi|_{0^+}\right)dx=a^TDa .
\]

Three facts follow.

- At fixed \(a\), the change of the minimizer has no first-order effect, so \(d(a^TDa)/dk^2=-\int\psi^2<0\). The lowest eigenvalue of \(D\) falls as \(\varepsilon\) rises.
- At \(\varepsilon=0\) the form is positive. As \(\varepsilon\to1\), \(\alpha_1\to0\) and the \(j=1\) term of \(D_{11}\) tends to \(-4\pi^4\cdot2/(\alpha_1\pi^4)=-8/\alpha_1\). (Numerically, \(\alpha_1D_{11}=-7.9985\) just below threshold.) The lowest eigenvalue lies below \(D_{11}\), so it must cross zero. With the earlier count, there is exactly one bound state.
- Keeping \(N\) stem modes restricts the trial functions, so the root \(\varepsilon_N\) is an upper bound. Cutting the \(j\) sum also errs upward, since it omits a negative contribution to the form.

**One mode, by hand**

For \(N=1\), solve \(D_{11}=0\):

\[
\kappa_1(1+\coth\kappa_1)=\frac{4(1+e^{-\kappa_1})}{\kappa_1(2-\varepsilon)^2}+\sum_{j\ge2}\frac{4j^2(1+e^{-\alpha_j})}{\alpha_j(1+j^2-\varepsilon)^2} .
\]

Here \(b_1=\pi\) and \(\alpha_1=\kappa_1\) were used. The root is \(\kappa_1=1.3548\). The left side is then 2.9028; on the right, the first term is 2.6408 and the rest add 0.2620. Hence

\[
\varepsilon_1=1-\left(\frac{1.3548}{\pi}\right)^2=0.814 .
\]

This rounds to the 0.81 of your exercise, but it is an upper bound and not yet the converged value.

**More modes**

| Stem modes | Upper bound on \(\varepsilon\) |
|---|---|
| 1 | 0.814036 |
| 2 | 0.808473 |
| 10 | 0.804871 |
| 40 | 0.804450 |
| 80 | 0.804402 |
| 160 | 0.804383 |

The slow tail comes from the two re-entrant corners. Around a corner with an interior angle \(3\pi/2\), the leading solution vanishing on both walls is \(r^{2/3}\sin(2\theta/3)\). On the opening, \(f\) therefore starts as \(d^{2/3}\) at distance \(d\) from a corner, which gives \(|a_n|\sim n^{-5/3}\). The omitted part of the form scales as

\[
\sum_{n>N}\kappa_na_n^2\sim\sum_{n>N}n^{-7/3}\sim N^{-4/3}.
\]

Doubling \(N\) should thus divide the error by \(2^{4/3}=2.520\). The last two differences between successive doublings have the ratio 2.514. Using this law to extrapolate,

\[
\varepsilon\approx0.804383-\frac{0.804402-0.804383}{2.520-1}=0.8044 .
\]

As an independent test, I diagonalized the finite-difference Laplacian on the whole T, with each arm closed five widths from the square. Grids of 16, 32 and 64 steps per width give 0.80896, 0.80647 and 0.80527. Removing errors proportional to \(h^{4/3}\) (corners) and \(h^2\) (smooth part), with \(h\) the grid step, gives 0.80437, in agreement with the modes. The second level lies at 1.0321 on the finest grid, above threshold, as the counting argument requires.

So the model's answer is \(\varepsilon=0.804\). The figure 0.81 is 0.7% higher; the one-mode bound and all three grid values, before extrapolation, round to it.

**What the state looks like**

The amplitude decays along each arm over \(1/\kappa_1=0.720\,W\). On the finest grid, the centreline of the bar between \(x=2\) and \(x=3\) gives \(\kappa_1=1.3865\), against 1.3895 from the converged energy.

The probability in the stem is

\[
P_{\rm stem}=\frac{\sum_na_n^2/(2\kappa_n)}{-a^T(dD/dk^2)a}=0.179,
\]

where the numerator is the integral of \(\psi^2\) over the stem and the denominator is the full norm found above. The grid state gives the same value. It places 0.596 in the junction square and 0.225 in the two bar arms together. These two grid values are not extrapolated and are uncertain by about 0.001; the converged values are close to 0.5965 and 0.224. The state is centred on the junction, but about 40% of it lies in the arms.

**In laboratory units**

Take round parameters: \(m=0.07\,m_e\), \(W=10\) nm, so \(\hbar^2/2m=0.5443\) eV nm². Then

\[
E_1=\frac{0.5443\,\pi^2}{10^2}\ \text{eV}=53.72\ \text{meV},\qquad E=0.8044\,E_1=43.2\ \text{meV}\ (0.0432\ \text{eV}).
\]

The binding energy is \(53.7-43.2=10.5\) meV and the decay length is 7.2 nm. Within the hard-wall model, energies scale as \(1/(mW^2)\) while \(\varepsilon\) stays fixed. In that model, narrowing the arms therefore strengthens the binding as \(1/W^2\). With real barriers this scaling is a limit, approached slowly as \(E_1\) falls far below the barrier height. For a 0.3 eV barrier and \(W=20\) nm, \(E_1\) is under 5% of the barrier, yet the binding is still about a quarter below the hard-wall value.

**Would it survive in a real structure?**

These parameters are roughly those of III–V semiconductor T-wires, made by growing one quantum well over the cleaved edge of another. The assumption that fails most clearly there is the infinite wall. With a rough barrier of 0.3 eV and the same mass in well and barrier, the threshold drops to about 33 meV, the bound level to about 27 meV, and the binding energy to about 6 meV. That is a little over 40% below the hard-wall value. Refining the grid from 1 to 0.5 nm moved this binding energy by \(-0.13\) meV.

Other omissions matter on this reduced scale:

- **Unequal widths.** With the same barriers and the bar held at 10 nm, a stem 0.5 nm wider lowers the binding to about 4.3 meV. The threshold is now that of the wider arm, and it falls more than the bound level does.
- **Coulomb effects.** For a rough relative permittivity of 13, the effective Rydberg is 5.6 meV, about as large as the binding itself. A charged impurity or a hole can therefore reshape the state, and an optical spectrum can't be read from this one-electron level alone.
- **Temperature.** The thermal energy is 0.34 meV at 4 K, 6.6 meV at 77 K and 26 meV at 300 K. It equals the finite-barrier binding at about 69 K. With these parameters the level is well separated from the continuum at 4 K, but not at room temperature.
- **Nonparabolicity.** For a rough gap of 1.5 eV, the hard-wall energy is 3% of the gap. This sets the scale of the relative mass correction in the well, which is small beside the effects above. In the barrier the level lies about 0.27 eV below the band edge, so the correction there can be larger; it is not included here.
- **Barrier mass.** The estimate uses the same mass in well and barrier. A heavier barrier mass lowers the binding further: \(0.10\,m_e\) in the barrier, at zero axial momentum, gives about 5.1 meV.

For these parameters the bound state survives finite barriers and the 0.5 nm width error, but the hard-wall binding energy should not be used as a device estimate. The numerical output gives the remaining intermediate values.

## Values computed for the example and the checks

```
HARD-WALL T, energies in units of E1, lengths in units of W
largest matrix-element difference, sum vs quadrature: 3.9e-05
alpha_1 * D_11 just below threshold: -7.9985
eps with   1 stem modes (upper bound): 0.814036
eps with   2 stem modes (upper bound): 0.808473
eps with   5 stem modes (upper bound): 0.805620
eps with  10 stem modes (upper bound): 0.804871
eps with  20 stem modes (upper bound): 0.804570
eps with  40 stem modes (upper bound): 0.804450
eps with  80 stem modes (upper bound): 0.804402
eps with 160 stem modes (upper bound): 0.804383
error ratio on doubling modes: 2.514
ratio expected from corners, 2^(4/3): 2.520
eps extrapolated in mode number: 0.80437
eps on grid with 16 steps per W: 0.80896
eps on grid with 32 steps per W: 0.80647
eps on grid with 64 steps per W: 0.80527
eps extrapolated from grids: 0.80437
second level in closed box, finest grid: 1.0321
one-mode root: kappa_1 W = 1.3548
one-mode root: kappa_1(1+coth kappa_1) = 2.9028
one-mode root: j=1 term = 2.6408, all j>1 = 0.2620
amplitude ratios a2/a1, a3/a1: -0.0834, 0.0348
kappa_1 W from eps: 1.3895; from grid state: 1.3865
decay length of amplitude: 0.7197 W
probability in stem, modes: 0.1793; grid: 0.1793
probability in junction square, grid: 0.5961
probability in both bar arms, grid: 0.2246
EXAMPLE WITH ROUND PARAMETERS
mass: 0.07 m_e; width: 10.0 nm; barrier: 0.3 eV
hbar^2/(2m): 0.5443 eV nm^2
threshold E1: 53.72 meV
bound-state energy: 43.21 meV = 0.04321 eV
binding energy: 10.51 meV
decay length: 7.20 nm
SIZE OF NEGLECTED EFFECTS
finite barrier, threshold from well equation: 33.07 meV
finite barrier, threshold on 0.5 nm grid: 33.25 meV
finite barrier, bound-state energy: 27.30 meV
finite barrier, binding energy: 5.96 meV
its shift from 1 nm to 0.5 nm grid: -0.13 meV
finite barrier, stem 0.5 nm wider, binding: 4.35 meV
assumed gap: 1.5 eV; bound energy / gap: 0.0288
assumed relative permittivity: 13.0
Coulomb scale (effective Rydberg): 5.64 meV
thermal energy at 4, 77, 300 K: 0.34, 6.64, 25.85 meV
temperature where kT = hard-wall binding: 122 K
temperature where kT = soft binding: 69 K
```
